# Why the nearest-neighbour two-centre approximation needs a narrow band

**Question.** In the simplest tight-binding band, an electron hops between neighbouring atoms, and each hopping integral involves only those two atoms. Overlap of the orbitals, the crystal field of the other atoms and three-centre integrals are dropped. Why is this justified only when the band is narrow, and narrow compared with what?

**Answer.** Take atomic potentials of short range. Hopping then needs one orbital tail to reach a neighbouring atom. On a chain, the crystal field, the three-centre terms and the hops to further neighbours need either two such tails or one tail twice as long. The overlap integral needs only one tail, but it changes the band energy by multiplying a hopping, which brings in a second. If a tail has shrunk to a small factor $u$ at the neighbour, the band width is proportional to $u$ and the energy changes due to the dropped terms to $u^2$. On the chain their ratio is again of order $u$; in lattices whose second neighbours are closer than twice the spacing it is a lower power of $u$. Either way, a narrow band and a small error have the same cause. One of the dropped terms, the overlap, carries an additional factor that grows with the spacing. A chain of attractive delta wells lets us calculate every term and compare the sum with the exact band.

## The model and its atomic orbital

Take one electron in one dimension, in Hartree atomic units, with

$$V(x)=\sum_m V_m(x),\qquad V_m(x)=-g\,\delta(x-ma),\qquad g>0 .$$

For a single well at the origin, integrating the Schrödinger equation across the well gives $\phi'(0^+)-\phi'(0^-)=-2g\,\phi(0)$. A bound state $e^{-\kappa|x|}$ has a slope jump of $-2\kappa$, so $\kappa=g$. Since $\int e^{-2g|x|}dx=1/g$, the normalised orbital and its energy are

$$\phi(x)=\sqrt g\,e^{-g|x|},\qquad E_0=-\frac{g^2}{2}.$$

I write $s=ga$ for the spacing in units of the decay length, $\theta=ka$, $c=\cos\theta$ and $u=e^{-s}$. The number $u$ is the tail factor mentioned above.

## Separating the terms

Put an orbital $\phi_n(x)=\phi(x-na)$ on each site and form the Bloch sum $\sum_n e^{in\theta}\phi_n$. Its energy is the expectation value of $H$ divided by the norm. By translation symmetry both can be counted per site:

$$E_{\rm orb}=\frac{\sum_n e^{in\theta}\langle\phi_0|H|\phi_n\rangle}{\sum_n e^{in\theta}S_n},\qquad S_n=\langle\phi_0|\phi_n\rangle .$$

The orbital $\phi_n$ solves its own atomic problem, so $H\phi_n=E_0\phi_n+\sum_{m\ne n}V_m\phi_n$. The $E_0$ part of the numerator is $E_0$ times the denominator, which leaves

$$E_{\rm orb}=E_0+\frac{\sum_n e^{in\theta}W_n}{\sum_n e^{in\theta}S_n},\qquad W_n=\sum_{m\neq n}\langle\phi_0|V_m|\phi_n\rangle .$$

**Overlap.** Let $R=na>0$. To the left of both wells the product of orbitals integrates to $g e^{-gR}\int_{-\infty}^0e^{2gx}dx=\tfrac12e^{-gR}$, and the region to the right gives the same. Between the wells the product is constant, $g e^{-gx}e^{-g(R-x)}=g e^{-gR}$, and contributes $gRe^{-gR}$. Hence

$$S_n=(1+s|n|)\,e^{-s|n|}.$$

The factor $s$ comes from the whole stretch between the wells: one orbital falls exactly as fast as the other rises.

**Potential terms.** A delta function samples both orbitals at one point, so

$$W_n=-g^2\sum_{m\ne n}e^{-s(|m|+|m-n|)} .$$

For $n=0$ this is the crystal field, the attraction of the other wells on the charge of one orbital:

$$W_0=-2g^2\sum_{j\ge1}e^{-2sj}=-\frac{2g^2}{e^{2s}-1}.$$

For $n=1$ the well $m=0$ gives the two-centre term $-g^2e^{-s}$. The wells $m=-j$ and $m=j+1$, with $j\ge1$, both have exponent $2j+1$. They give the three-centre part

$$-2g^2e^{-s}\sum_{j\ge1}e^{-2sj}=-\frac{2g^2e^{-s}}{e^{2s}-1},$$

which is of order $u^3$. For $n=2$ the two-centre term is $-g^2e^{-2s}$. The well $m=1$, halfway between the orbitals, has exponent $1+1=2$ and gives another $-g^2e^{-2s}$. The wells outside the pair add terms of order $u^4$. The leading three-centre term therefore sits in the second-neighbour element and is as large as the direct hop over that distance.

**The approximation.** Keep only the two-centre part of $W_{\pm1}$ and set $S_n=0$ for $n\ne0$. Then

$$E_2=E_0-2g^2u\,c ,$$

with width $4g^2u$.

The order of operations matters here. The integral $\langle\phi_0|T+V_0+V_1|\phi_1\rangle$ equals $E_0S_1-g^2u$. If it is used as the hopping while overlap is dropped from the denominator, the piece $E_0S_1$ no longer cancels. The hopping then has magnitude

$$g^2u\left(\frac{1+s}{2}+1\right)=g^2u\,\frac{3+s}{2},$$

so the width is wrong by a factor $(3+s)/2$ relative to $4g^2u$, however narrow the band. At $s=8$ this factor is 5.5. The atomic energy must be separated off before overlap is neglected.

## The one-orbital band with every term kept

The lattice sums can be done in closed form. With $z=e^{-s+i\theta}$, two geometric series give

$$F=\sum_n e^{-s|n|}e^{in\theta}=1+\frac{z}{1-z}+\frac{z^*}{1-z^*}=\frac{1-|z|^2}{|1-z|^2}=\frac{\sinh s}{\cosh s-c}.$$

Because $dF/ds=-\sum_n|n|e^{-s|n|}e^{in\theta}$, the overlap sum is $F-s\,dF/ds$. In the potential sum, including $m=n$ would make the double sum factor into $F\cdot F$; the excluded terms add up to $F$. Therefore

$$E_{\rm orb}=E_0-g^2\,\frac{F(F-1)}{F-s\,dF/ds}.$$

For small $u$ we have $F=1+2uc+2u^2\cos2\theta+\dots$, so the numerator is $2uc+u^2(4c^2+2\cos2\theta)$ and the denominator is $1+2(1+s)uc$, to the order needed. Dividing and using $\cos2\theta=2c^2-1$,

$$E_{\rm orb}=E_2+g^2u^2\left[2+(4s-4)c^2\right]+\dots$$

## The exact band

For $E=-q^2/2<0$ the Schrödinger equation reads

$$-\tfrac12\psi''+\tfrac12q^2\psi=g\sum_n\psi(na)\,\delta(x-na).$$

The function $e^{-q|x|}$ has slope jump $-2q$, so the operator on the left turns it into $q\,\delta(x)$. A bounded solution is fixed by its sources, since $e^{\pm qx}$ is unbounded. With $\psi(na)=e^{in\theta}\psi(0)$,

$$\psi(x)=\frac gq\,\psi(0)\sum_ne^{in\theta}e^{-q|x-na|}.$$

Here $\psi(0)\ne0$, because otherwise all sources vanish. Setting $x=0$ and using the sum $F$ with $s$ replaced by $qa$ gives $1=(g/q)\sinh qa/(\cosh qa-c)$, or

$$\cos ka=\cosh qa-\frac gq\sinh qa .$$

The right side is half the trace of the matrix that carries $\psi$ and $\psi'$ across one period. It is analytic in $E$, so the equation continues to $E>0$ with $q=ip$.

This shows what the atomic orbitals lack. The exact state is the same kind of Bloch sum, but its decay constant $q$ depends on $k$, whereas the atomic orbital keeps $q=g$ throughout the band. At the bottom the electron is more strongly bound and the exponentials in the sum decay faster; at the top they decay more slowly.

To expand for large $s$, write $q=g(1+\delta)$. Multiplying the band equation by $2(1+\delta)$ and splitting the hyperbolic functions into exponentials gives

$$\delta\,e^{s(1+\delta)}+(2+\delta)e^{-s(1+\delta)}=2(1+\delta)c .$$

Multiplication by $u$ turns this into

$$\delta e^{s\delta}=2uc(1+\delta)-u^2(2+\delta)e^{-s\delta}.$$

To first order $\delta=2uc$. To second order the left side is $\delta+s\delta^2$, so

$$\delta=2uc+u^2(4c^2-2-4sc^2).$$

Finally $E-E_0=-g^2(\delta+\delta^2/2)$, and $\delta^2/2$ contributes $2u^2c^2$:

$$\boxed{E=E_2+g^2u^2\left[2+(4s-6)c^2\right]+O(g^2s^2u^3)}$$

## Which neglected term does what

In units of $g^2u^2$, the correction to $E_2$ is made up as follows.

- Overlap: $-2uc/[1+2(1+s)uc]$ differs from $-2uc$ by $+4(1+s)c^2$.
- Crystal field: $-2$.
- Second-neighbour two-centre hopping: $-2\cos2\theta$.
- Three-centre hopping through the middle well: $-2\cos2\theta$.
- Adjustment of the decay constant: $-2c^2$, the difference between the exact and one-orbital expansions.

Their sum is $2+(4s-6)c^2$. All five are of the same order in $u$, so there is no consistent reason to keep, say, the crystal field and drop the three-centre term. For large $s$ the overlap dominates near the band edges.

The bracket is linear in $c^2$, so its extremes are $2$ at the band centre and $4(s-1)$ at both edges. For $s\ge1.5$ the edges are worst. Dividing by the leading width $4g^2u$ gives

$$\frac{\text{largest error}}{W}\simeq(s-1)e^{-s}.$$

Let $r=W/|E_0|$. To leading order $r=4g^2u/(g^2/2)=8u$, hence $s=\ln(8/r)$ and

$$\frac{\text{largest error}}{W}\simeq\frac r8\left[\ln\frac8r-1\right],\qquad r\ll1 .$$

This answers "narrow compared with what": in this model, the width must be small compared with the binding energy of the atomic level. The delta well has only one bound state, so its binding energy is also the distance to the next atomic states. For a well with several levels a small $W/|E_0|$ is not enough: a chain of square wells 10 hartree deep and 3 bohr wide, separated by barriers of 0.1 bohr, has $W/|E_0|=3\%$ but a two-centre error of 31% of the width, its width being a quarter of the gap to the next atomic level. The logarithm is the trace of the overlap's extra factor $s$.

## Why the width looks better than the band

Both edges move up by the same $4(s-1)g^2u^2$ at second order, so the width does not change at that order. The first width correction is cubic. For $c=\pm1$ the band equation, seen as a quadratic in $y=e^{-qa}$, has roots $y=c$, which is not a bound solution, and $y=c\,\delta/(2+\delta)$. With $v=cu$ the second root gives

$$\delta=(2+\delta)\,v\,e^{-s\delta}=v\left[2+(1-2s)\delta+(s^2-s)\delta^2+\dots\right].$$

Iteration yields $\delta=2v+\alpha v^2+\beta v^3$, with $\alpha=2-4s$ and

$$\beta=(1-2s)\alpha+4(s^2-s)=12s^2-12s+2 .$$

The cubic term of $\delta+\delta^2/2$ is $\beta+2\alpha=12s^2-20s+6$. It has opposite signs at the two edges, so

$$W=4g^2u\left[1+(6s^2-10s+3)u^2+\dots\right].$$

Effective masses are less forgiving. Since $c^2=(1+\cos2\theta)/2$, the second-order correction is $g^2u^2[(2s-1)+(2s-3)\cos2\theta]$. Differentiating twice with respect to $\theta$ at the edges gives

$$\left|\frac{d^2E}{d\theta^2}\right|=2g^2u\left[1\mp2(2s-3)u\right],$$

with the upper sign at the bottom and the lower sign at the top. The inverse mass is $a^2$ times this curvature. For $s>1.5$ the electron is thus heavier at the bottom and lighter at the top than the two-centre band says.

The same formula shows what fitting can repair. If $E_0$ and the hopping are adjusted to the exact band, the constant $2s-1$ is absorbed, but the $\cos2\theta$ term remains. Its amplitude relative to the width is $(2s-3)u/4$.

## Numbers

Fix $g=1$ hartree·bohr and vary only the spacing, so that $|E_0|=0.5$ hartree and $s$ equals $a$ in bohr. These are round model parameters, not those of a material. The error below is the largest one in the zone, relative to the exact width.

| $a$ (bohr) | exact $W$ (hartree) | two-centre $W$ (hartree) | $W/\lvert E_0\rvert$ (%) | error$/W$ (%) |
|---|---|---|---|---|
| 2 | 0.7196 | 0.5413 | 144 | 32 |
| 3 | 0.2159 | 0.1991 | 43 | 15 |
| 4 | 0.0748 | 0.0733 | 15 | 6.6 |
| 6 | 0.009925 | 0.009915 | 2.0 | 1.3 |
| 8 | 0.00134 | 0.00134 | 0.27 | 0.24 |

At $a=4$ bohr the tail factor is $u=0.0183$. The two-centre width is $4\times0.0183=0.0733$ hartree, or 1.99 eV, against the exact 2.04 eV. The error is 2% of the width, as the cubic formula predicts: $(96-40+3)u^2=59\times3.35\times10^{-4}=0.020$.

The edges tell a different story. The table below adds the terms in turn and lists $E-E_0$ in millihartree.

| Terms included | $ka=0$ | $ka=\pi/2$ | $ka=\pi$ |
|---|---|---|---|
| two-centre, nearest neighbours | −36.63 | 0.00 | 36.63 |
| + overlap | −30.80 | 0.00 | 44.52 |
| + crystal field | −31.36 | −0.68 | 43.71 |
| + further two-centre hops | −31.94 | 0.00 | 42.91 |
| + three-centre | −32.54 | 0.67 | 42.15 |
| exact | −33.20 | 0.67 | 41.59 |

The exact edges lie above the two-centre ones by $36.63-33.20=3.43$ and $41.59-36.63=4.96$ millihartree. The second-order formula gives $12u^2=4.03$ for both, and the odd cubic term separates them. The larger shift is $4.96/74.80=6.6\%$ of the width, more than three times the relative error of the width itself.

Overlap is the largest single correction at the edges, but alone it overshoots. At the band centre, adding the crystal field without the remaining terms even gives a shift of the wrong sign. The last step, from fixed to adjustable decay constant, lowers the energy by 0.66 millihartree at the bottom and 0.56 millihartree at the top. Minimising the energy of the Bloch sum over its decay constant gives 1.033 bohr$^{-1}$ at the bottom and 0.958 bohr$^{-1}$ at the top, in place of the atomic value 1.

The two-centre mass is $1/(2g^2ua^2)=1/(32\times0.0183)=1.71$ electron masses at both edges. The exact magnitudes are 2.00 at the bottom and 1.37 at the top. The first-order factors $1\mp0.183$ give 2.09 and 1.44. Both are about 5% too large, but their difference is nearly the exact one. A band whose width is right to 2% thus has edge masses wrong by about 15% and 25%, relative to the exact ones.

For an error of 10% of the width, the spacing must be 3.49 bohr, where $W/|E_0|$ is 25%. For 1% it must be 6.30 bohr, where $W/|E_0|$ is 1.5%. At the second point the law gives $(0.0146/8)[\ln(8/0.0146)-1]=0.97\%$. At the first it gives only 7.8%, because higher powers of $u$ already count.

## When the band is wide

At the top of the band $c=-1$. Letting $q\to0$ in the band equation gives $-1=1-ga$, so the top reaches zero energy at $s=2$. For smaller spacing the states near the top have $E>0$ and oscillate between the wells. No Bloch sum of decaying exponentials with a real decay constant can then be the exact state.

For $s\to0$ the bottom obeys $q\tanh(qa/2)=g$, so $q^2\simeq2g/a$ and $E\simeq-s/a^2$. The top obeys $p\cot(pa/2)=g$. Writing $pa=\pi-\varepsilon$ gives $\varepsilon\simeq2s/\pi$ and $E\simeq(\pi^2/2-2s)/a^2$. The width is therefore

$$W\simeq\frac{\pi^2/2-s}{a^2},$$

which grows without limit as $a$ shrinks: the electron is nearly free. The two-centre width $4g^2e^{-s}$ cannot exceed $4g^2$. At $a=1$ bohr the exact width is 3.91 hartree, close to the nearly free estimate of 3.93, while the two-centre value is 1.47. The closeness of the first two owes much to cancellation: each edge by itself lies about 0.2 hartree below its estimate.

At this spacing the expression $(s-1)e^{-s}$ vanishes, yet the actual error is 63% of the width. The expression describes only the second-order error at the band edges and requires small $u$, whereas here $u=0.37$. Its zero must not be read as a sign of safety at small $s$.

The percentages belong to this chain. It has zero-range wells, one orbital per site, two nearest neighbours and no interaction between electrons. Other orbital shapes change the prefactors, and other lattices change the power of $u$: if the second neighbours sit at $\lambda<2$ times the nearest distance, their hops make the error relative to the width scale as $u^{\lambda-1}$, about $u^{0.41}$ for simple and face-centred cubic lattices and $u^{0.15}$ for body-centred cubic. Moreover, with a long-ranged potential the crystal field need not even scale as $u^2$, so the thresholds found here should not be carried over to a real solid. The full set of integrals and band edges is in the numerical output below.

## Numbers as computed

```
Model: g = 1 hartree*bohr; atomic level E0 = -0.5000 hartree
Integrals (a in bohr, S1 pure number, others in hartree)
CF crystal field; T1,T2 two-centre; X1,X2 three-centre
  a      S1        CF         T1         X1         T2         X2
  1  0.73576 -3.130e-01 -3.679e-01 -1.152e-01 -1.353e-01 -1.777e-01
  2  0.40601 -3.731e-02 -1.353e-01 -5.050e-03 -1.832e-02 -1.900e-02
  3  0.19915 -4.970e-03 -4.979e-02 -2.474e-04 -2.479e-03 -2.491e-03
  4  0.09158 -6.712e-04 -1.832e-02 -1.229e-05 -3.355e-04 -3.357e-04
  6  0.01735 -1.229e-05 -2.479e-03 -3.046e-08 -6.144e-06 -6.144e-06
  8  0.00302 -2.251e-07 -3.355e-04 -7.550e-11 -1.125e-07 -1.125e-07
Band edges (a in bohr, energies in hartree)
  a  exact bottom  exact top  2-centre bottom  2-centre top
  1    -1.191049    2.717066      -1.235759       0.235759
  2    -0.719614   -0.000000      -0.770671      -0.229329
  3    -0.584510   -0.368562      -0.599574      -0.400426
  4    -0.533203   -0.458407      -0.536631      -0.463369
  6    -0.504839   -0.494915      -0.504958      -0.495042
  8    -0.500668   -0.499326      -0.500671      -0.499329
Widths (a in bohr, W in hartree, last three columns in %)
  a   W exact   W 2-centre   W/|E0|  max error/W  (s-1)exp(-s)
  1   3.908115   1.471518    781.623     63.491      0.000
  2   0.719614   0.541341    143.923     31.868     13.534
  3   0.215948   0.199148     43.190     14.755      9.957
  4   0.074796   0.073263     14.959      6.634      5.495
  6   0.009925   0.009915      1.985      1.289      1.239
  8   0.001342   0.001342      0.268      0.237      0.235
Adding terms at a = 4 bohr: E - E0 in millihartree
                          ka=0     ka=pi/2    ka=pi
two-centre n.n.        -36.631    -0.000    36.631
+ overlap              -30.799    -0.000    44.524
+ crystal field        -31.363    -0.675    43.709
+ further 2-centre     -31.938    -0.000    42.908
+ three-centre         -32.545     0.674    42.151
exact                  -33.203     0.674    41.593
Second-order edge shift 4(s-1)exp(-2s), a = 4: 4.026 millihartree
Best decay constant, a = 4: bottom 1.0327, top 0.9575 1/bohr
Mass magnitude, a = 4: bottom 2.000, top 1.366 electron masses
Two-centre mass magnitude, a = 4: 1.706 electron masses
Error/W = 10 %: a = 3.489 bohr, W/|E0| = 25.47 %
Error/W = 1 %: a = 6.305 bohr, W/|E0| = 1.46 %
a = 8, E0*S1 left in hopping: W = 0.007380 hartree, 5.500 times exact
Width at a = 4 bohr: exact 2.0353 eV, two-centre 1.9936 eV
```
